# Diamagnetic shielding of the helium nucleus: screening and correlation

## Problem

A free helium atom in its ground state stands in a weak uniform magnetic field $\mathbf B$. The field makes the electrons circulate, and their current produces a field of its own at the nucleus. The nucleus therefore feels $(1-\sigma)\mathbf B$, where the dimensionless number $\sigma$ is the shielding constant.

(a) Show that, for a fixed point nucleus and nonrelativistic electrons,
$$\sigma=\frac{\alpha^2}{3}\,S,\qquad S=\Big\langle \frac1{r_1}+\frac1{r_2}\Big\rangle ,$$
with $\alpha$ the fine-structure constant and $r_i$ the distance of electron $i$ from the nucleus in bohr.

(b) Find $\sigma$ in parts per million (ppm) from four descriptions of the atom: hydrogenic orbitals of the bare nucleus, hydrogenic orbitals with an optimized exponent, the Hartree-Fock orbital, and a correlated wavefunction.

(c) Explain the sizes of the differences.

Hartree atomic units are used. The electron has mass 1 and charge $-1$, the nuclear charge is $Z$, and $\mu_0/4\pi=\alpha^2$. The last relation follows from $4\pi\varepsilon_0=1$, $\mu_0\varepsilon_0=1/c^2$ and $c=1/\alpha$.

## First estimate by scaling

Picture each electron as a ring of charge of radius $r$, lying perpendicular to the field with the nucleus at its centre. Switching on the field gives the charge a speed equal to the vector potential on the ring, $v=Br/2$. A charge moving at speed $v$ on the ring produces a field of size $\alpha^2v/r^2$ at the centre. By Lenz's law it opposes the applied field, so one electron contributes
$$\frac{B_{\rm ind}}{B}\sim-\frac{\alpha^2}{2r}.$$

An electron bound to a charge $Z$ has kinetic energy of order $1/r^2$ and potential energy of order $-Z/r$. The two balance at $r\sim1/Z$. Two electrons then give
$$\sigma\sim\alpha^2Z=2\times(0.007297353)^2\approx1.07\times10^{-4},$$
or about 107 ppm. The estimate fixes the sign and the order of magnitude. It ignores that the charge is spread over all directions and that each electron partly screens the nucleus from the other.

## Solution

### The field does not change the wavefunction at first order

Place the origin at the nucleus and take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. For charge $-1$ the kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$. Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p$ and $\mathbf A$ commute inside the dot product, and the term linear in the field is
$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p).$$
Summed over both electrons this is $H_1=\tfrac12\mathbf B\cdot\mathbf L$, with $\mathbf L$ the total orbital angular momentum. The field also couples to the total spin, but that operator gives zero on a singlet.

The spatial ground state depends on $r_1$, $r_2$ and $r_{12}$ alone. Turning both electrons together about the nucleus changes none of these distances. Because $\mathbf L$ generates such rotations, $\mathbf L\Psi_0=0$. The first-order equation
$$(H_0-E_0)\Psi_1=-(H_1-E_1)\Psi_0$$
then has $E_1=0$ and a vanishing right-hand side, so there is no first-order change $\Psi_1$.

Correlation does not spoil this argument, although it makes $\Psi_0$ depend on $r_{12}$. Turning one electron alone does change $r_{12}$, so $\mathbf l_1\Psi_0\neq0$, but the contributions of the two electrons cancel. This was tested by differentiating a sample function containing $r_{12}$.

The choice of origin matters for the simplicity of the argument. With the origin at $\mathbf R$, the linear term becomes $\tfrac12\mathbf B\cdot(\mathbf L-\mathbf R\times\mathbf P)$. The total momentum $\mathbf P$ does not annihilate the atomic state, so the wavefunction does change at first order. This change adds a current equal to the electron density times a constant vector, which is needed for the correct current density. Its field at the nucleus vanishes, because contributions from opposite points of a spherical density cancel, so $\sigma$ is the same.

### The induced current and its field

The velocity operator is $\mathbf p+\mathbf A$. For a real $\Psi_0$ the $\mathbf p$ part carries no current, because it is proportional to the imaginary part of $\Psi_0^*\nabla\Psi_0$. The $\mathbf A$ part remains. With $n(\mathbf r)$ the electron number density, normalized to 2, the electric current density is
$$\mathbf j=-n\mathbf A=-\tfrac12\,n\,\mathbf B\times\mathbf r .$$

In the Biot-Savart law the vector from the source point $\mathbf r$ to the nucleus is $-\mathbf r$, and $\mathbf j\times(-\mathbf r)=\mathbf r\times\mathbf j$. Hence
$$\mathbf B_{\rm ind}=\alpha^2\int\frac{\mathbf r\times\mathbf j}{r^3}\,d^3r
=-\frac{\alpha^2}{2}\int n\,\frac{\mathbf r\times(\mathbf B\times\mathbf r)}{r^3}\,d^3r .$$
The double product is $\mathbf r\times(\mathbf B\times\mathbf r)=r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)$. The density is spherical, so $r_ir_j$ may be replaced by its angular average $r^2\delta_{ij}/3$. The double product becomes $\tfrac23r^2\mathbf B$, and
$$\mathbf B_{\rm ind}=-\frac{\alpha^2}{3}\,\mathbf B\int\frac{n(\mathbf r)}{r}\,d^3r=-\frac{\alpha^2}{3}\,S\,\mathbf B .$$
This proves part (a). Numerically,
$$\sigma=17.75045\ \text{ppm}\times S,$$
with $S$ in 1/bohr.

### Hydrogenic orbitals

Put both electrons in $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Then
$$\Big\langle\frac1r\Big\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=\zeta,\qquad
\frac12\int|\nabla\phi|^2d^3r=\frac{\zeta^2}{2},$$
where the second result uses $|\nabla\phi|=\zeta\phi$.

The repulsion requires the electrostatic potential $v$ of the density $\phi^2$. It is
$$v(r)=\frac{1-(1+\zeta r)e^{-2\zeta r}}{r}.$$
To check this, differentiate $rv$ twice. The first derivative is $(\zeta+2\zeta^2r)e^{-2\zeta r}$ and the second is $-4\zeta^3r\,e^{-2\zeta r}$. Thus $(rv)''/r=-4\pi\phi^2$, which is Poisson's equation. Also, $rv$ vanishes at the origin and tends to 1 far away, as it must for one unit of charge. The mean repulsion is
$$4\zeta^3\int_0^\infty r^2e^{-2\zeta r}v\,dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{2\zeta}{64\zeta^3}\right]=\frac58\zeta .$$
Adding two kinetic energies, two nuclear attractions and one repulsion gives
$$E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta .$$

The bare-nucleus orbital has $\zeta=Z=2$. Then $S=4$ and $\sigma=17.75045\times4=71.00$ ppm.

For the optimized orbital, $dE/d\zeta=2\zeta-2Z+\tfrac58=0$ gives $\zeta=Z-\tfrac5{16}=1.6875$. Therefore
$$S=2\zeta=2Z-\tfrac58=3.375,\qquad\sigma=59.908\ \text{ppm}.$$
Each electron sees a nuclear charge reduced by the other, and the cloud expands.

### The Hartree-Fock orbital

Hartree-Fock keeps the product $\phi(r_1)\phi(r_2)$ but frees the shape of $\phi$. With $h=-\tfrac12\nabla^2-Z/r$, the energy is
$$E[\phi]=2\langle\phi|h|\phi\rangle+\iint\frac{\phi^2(\mathbf r_1)\phi^2(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 .$$
A variation $\delta\phi$ changes the first term by $4\langle\delta\phi|h|\phi\rangle$. The second contains $\phi$ four times and changes by $4\langle\delta\phi|v|\phi\rangle$, with $v$ again the potential of $\phi^2$. Under the normalization constraint the minimum obeys
$$(h+v)\phi=\varepsilon\phi .$$
This was solved repeatedly until $\phi$ and $v$ agreed, with $\phi$ expanded in nine functions $\rho^ne^{-\rho}$, where $\rho=Zr$ and $n=0,\dots,8$. The result is $E=-2.86168$ hartree and $S=3.37456$, so $\sigma=59.900$ ppm.

For this density the field at the nucleus was also computed in SI units, by summing the Biot-Savart contributions of the current over a three-dimensional grid. It reproduced $\alpha^2S/3$ within the tested relative tolerance of $10^{-6}$.

### The correlated wavefunction

A product cannot describe how the electrons avoid each other. Let $\rho_i=Zr_i$ and define
$$s=\rho_1+\rho_2,\quad t=\rho_1-\rho_2,\quad u=\rho_{12},\qquad
\Psi=e^{-s}\sum_{l,m,n}c_{lmn}\,s^lt^mu^n .$$
Keeping even $m$ makes $\Psi$ symmetric under exchange of the electrons, as a singlet requires.

The volume element follows by fixing electron 1 and measuring the angle $\theta$ of electron 2 from it. Since $u^2=\rho_1^2+\rho_2^2-2\rho_1\rho_2\cos\theta$, one has $u\,du=\rho_1\rho_2\sin\theta\,d\theta$, and
$$4\pi\rho_1^2d\rho_1\;2\pi\rho_2^2\sin\theta\,d\rho_2d\theta=8\pi^2\rho_1\rho_2u\,d\rho_1d\rho_2du=\pi^2(s^2-t^2)u\,ds\,dt\,du .$$
The last step uses $\rho_1\rho_2=(s^2-t^2)/4$ and $d\rho_1d\rho_2=\tfrac12ds\,dt$. The operator needed for the shielding is $1/\rho_1+1/\rho_2=4s/(s^2-t^2)$, whose denominator cancels against the volume element.

For the kinetic energy, the chain rule gives
$$\nabla_1\Psi=(\Psi_s+\Psi_t)\hat{\boldsymbol\rho}_1+\Psi_u\hat{\mathbf u},\qquad
\nabla_2\Psi=(\Psi_s-\Psi_t)\hat{\boldsymbol\rho}_2-\Psi_u\hat{\mathbf u},$$
where subscripts on $\Psi$ denote derivatives and $\hat{\mathbf u}$ points from electron 2 to electron 1. The cosines between these unit vectors come from the triangle of sides $\rho_1,\rho_2,u$:
$$\hat{\boldsymbol\rho}_1\cdot\hat{\mathbf u}=\frac{\rho_1^2-\rho_2^2+u^2}{2\rho_1u},\qquad
\hat{\boldsymbol\rho}_2\cdot\hat{\mathbf u}=\frac{\rho_1^2-\rho_2^2-u^2}{2\rho_2u}.$$
After multiplication by the volume element, every matrix element is a sum of integrals of one type. The triangle inequality gives the domain $|t|\le u\le s$. Every integrand is even in $t$, because $m$ is even and the odd derivative $\Psi_t$ appears only squared or multiplied by a weight odd in $t$. The range $-u<t<u$ may therefore be replaced by $0<t<u$, at the cost of a factor 2 common to all matrix elements. Integrating over $t$, then $u$, then $s$ gives
$$\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\;e^{-2s}s^lt^mu^n=\frac{(l+m+n+2)!}{2^{\,l+m+n+3}(m+1)(m+n+2)} .$$
Minimizing the energy with respect to the coefficients is then a matrix eigenvalue problem.

With all terms up to total degree 4, 5 and 6 (22, 34 and 50 terms), $S$ is 3.376606, 3.376621 and 3.376627. The last step changes $\sigma$ by about $10^{-4}$ ppm. The largest set gives $E=-2.90372$ hartree and
$$\sigma=17.75045\times3.37663=59.94\ \text{ppm}=5.994\times10^{-5}.$$
To one decimal this nonrelativistic fixed-nucleus value is 59.9 ppm. In an applied field of 1 tesla, the electrons remove about 60 microtesla at the nucleus.

A separate calculation in Gaussian functions gave the same Hartree-Fock $S$ to the five decimals shown. Full configuration interaction in its s, p and d functions gave $S=3.37618$, a rise of 0.00162 above Hartree-Fock, against 0.00206 here. The sign and size agree within the tested tolerance of 0.0005. The Gaussian energy is still 0.00099 hartree above the correlated one, so that basis is visibly incomplete.

## Comparison

### From the estimate to the solution

The ring estimate was $\alpha^2Z$, about 107 ppm. Averaging over directions supplies a factor $2/3$ and leads to the bare-nucleus value, 71.0 ppm. The estimate $r\sim1/Z$ needs no further correction there, since $\langle1/r\rangle=Z$ for that orbital. Screening supplies the factor $1.6875/2=0.844$ and leads to 59.9 ppm.

| Description | $E$ (hartree) | $S$ (1/bohr) | $\sigma$ (ppm) |
|---|---|---|---|
| bare hydrogenic | −2.75000 | 4.00000 | 71.002 |
| screened hydrogenic | −2.84766 | 3.37500 | 59.908 |
| Hartree-Fock | −2.86168 | 3.37456 | 59.900 |
| correlated | −2.90372 | 3.37663 | 59.937 |

Neglecting screening overestimates $\sigma$ by 11.07 ppm, or 18% of the correlated value. Neglecting correlation lowers it by 0.037 ppm, or 0.06%. Yet correlation changes the energy by 0.04204 hartree, which is 1.4% of the total. In relative terms, correlation affects the shielding much less than the energy, and this calls for an explanation.

### Two changes that nearly cancel

Stretch the wavefunction so that all lengths are divided by $\eta$. Kinetic energy $T$ then scales as $\eta^2$ and Coulomb energy $V$ as $\eta$, so the energy is $\eta^2T+\eta V$. The exact state is stationary under this change, and so is the fully optimized Hartree-Fock state, because a stretched product is still a product. Setting the derivative at $\eta=1$ to zero gives $2T+V=0$, hence $V=2E$. With $V=-ZS+\langle1/r_{12}\rangle$,
$$S=\frac{\langle1/r_{12}\rangle-2E}{Z}.$$
For the correlated state this gives $(0.94582+2\times2.90372)/2=3.37663$, in agreement with the direct expectation value.

Correlation acts on the two terms in opposite directions. The lower energy raises $S$ by 0.04204. The electrons also keep farther apart, so $\langle1/r_{12}\rangle$ falls from 1.02577 to 0.94582, which lowers $S$ by 0.03998. The net change is $+0.00206$, about one twentieth of either part. Its last digit is not converged: a larger correlated basis raises $S$ by about $7\times10^{-6}$ and gives $+0.00207$.

### A partial reason for the close cancellation

The same $S$ can be read from the energy as a function of nuclear charge. When $Z$ changes slightly, the resulting change of a normalized stationary state does not affect its energy at first order. The explicit $Z$ in the Hamiltonian remains, and
$$\frac{dE}{dZ}=\Big\langle\frac{\partial H}{\partial Z}\Big\rangle=-S .$$
This holds for the exact state and, since its energy is stationary within products, for Hartree-Fock. Finite differences of the computed energies agree with $S$ for both within the tested tolerance of $10^{-4}$.

In the lengths $\rho=Zr$ the Hamiltonian is
$$H=Z^2\left[-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{\rho_1}-\frac1{\rho_2}+\frac1Z\,\frac1{\rho_{12}}\right].$$
The repulsion is a perturbation of strength $1/Z$. Its zeroth-order energy is $-1$, and its first-order energy is the mean repulsion for $\zeta=1$, which is $5/8$. Therefore
$$E=-Z^2+\tfrac58Z+\epsilon_2+\frac{\epsilon_3}{Z}+\dots,\qquad
S=2Z-\tfrac58+\frac{\epsilon_3}{Z^2}+\dots$$
The constant $\epsilon_2$ has disappeared from $S$.

Hartree-Fock starts from the same orbital and has the same first two terms, but its $\epsilon_2$ and $\epsilon_3$ differ. Its leading error in the energy at large $Z$ is thus a constant, to which $S$ is blind. The screened orbital has $E=-(Z-\tfrac5{16})^2=-Z^2+\tfrac58Z-\tfrac{25}{256}$, so its $S$ is $2Z-\tfrac58$ with no remainder. The three descriptions can first differ in $S$ at order $1/Z^2$.

This accounts for only part of the cancellation in helium. Let $\Delta$ denote the correlated value minus the Hartree-Fock value. To leading order the energy part of the change in $S$ is $-2\Delta\epsilon_2/Z$, while the net change is $\Delta\epsilon_3/Z^2$. Their ratio has the size $|\Delta\epsilon_3/\Delta\epsilon_2|/(2Z)$, which would be one quarter at $Z=2$ if the two differences were equally large. The one twentieth found above means that $\Delta\epsilon_3$ is also several times smaller than $\Delta\epsilon_2$. That is a numerical fact which the expansion does not explain.

To test this, the calculations were repeated for two electrons at $Z=4$ and 8. The table gives $Z^2(S-2Z+\tfrac58)$ in 1/bohr.

| $Z$ | Hartree-Fock | correlated |
|---|---|---|
| 2 | −0.00174 | +0.00651 |
| 4 | −0.00134 | +0.00790 |
| 8 | −0.00120 | +0.00810 |

Between $Z=4$ and 8 the computed remainder itself falls by a factor of 4.45 for Hartree-Fock and 3.90 for the correlated state. These ratios depend on the basis, and better converged bases move them to about 4.5 and 3.8. A pure $1/Z^2$ law gives 4, while $1/Z$ would give 2 and $1/Z^3$ would give 8. Both ratios favour $1/Z^2$; the source of the departures from 4 was not isolated. Convergence with the degree of the polynomial basis was followed only at $Z=2$, where the last step changed $S$ by $6\times10^{-6}$. An error of that size in $S$ becomes about $1\times10^{-4}$ at $Z=4$ and $4\times10^{-4}$ at $Z=8$ after multiplication by $Z^2$. The correlated entries at those charges should therefore be relied on only when rounded to one significant figure, $+0.008$, and they do not determine $\epsilon_3$, which is the limit at large $Z$. The Hartree-Fock entries come from a single basis and should be read to four decimals at most. Better converged bases shift the correlated column to about $+0.00653$, $+0.0080$ and $+0.0084$, and the Hartree-Fock entries at $Z=4$ and 8 to $-0.00133$ and $-0.00118$.

The screened remainder is zero, so the opposite signs in the table place the screened value between the other two. It is closer to the correlated $\sigma$ than Hartree-Fock is, by 0.029 against 0.037 ppm, although its energy is worse. Good agreement in this one quantity does not show that a wavefunction is better overall.

### How far the number can be trusted

The correlated value is converged within its model, but the model omits relativity, quantum electrodynamics and the motion of the nucleus. Relativistic corrections have the relative scale $(Z\alpha)^2$, which corresponds to 0.013 ppm. Nuclear motion has the scale of the electron-to-nucleus mass ratio, or 0.008 ppm for the mass of a helium-4 nucleus. That nucleus has no magnetic moment, so the shielding is observed on helium-3, where the scale is 0.011 ppm; the change of $S$ alone lowers $\sigma$ by about this amount. These figures are scales, not calculated corrections for helium, and numerical coefficients may enlarge them. For a one-electron ion the Dirac equation raises the shielding by the relative amount $2.7\,(Z\alpha)^2$, and a coefficient of that size would turn 0.013 ppm into about 0.034 ppm.

The omitted effects may therefore be comparable with the whole correlation contribution of 0.037 ppm. A shift of only 0.013 ppm upward would already take 59.937 ppm to the boundary between 59.9 and 60.0. The third decimals above serve to compare models and are not a prediction for a measurement. The 11 ppm effect of screening is far outside this uncertainty. The numerical output below gives the remaining intermediate values.

## Numbers as computed

```
alpha = 0.007297353
alpha^2/3 = 17.75045 ppm per (1/bohr)
screened exponent zeta = 1.68750 1/bohr
Helium: E (hartree), S (1/bohr), sigma (ppm)
  unscreened hydrogenic: -2.75000, 4.00000, 71.002
  screened hydrogenic: -2.84766, 3.37500, 59.908
  Hartree-Fock: -2.86168, 3.37456, 59.900
  correlated: -2.90372, 3.37663, 59.937
Correlated convergence: degree, terms, E (hartree), S (1/bohr)
  4, 22, -2.9037135, 3.376606
  5, 34, -2.9037203, 3.376621
  6, 50, -2.9037230, 3.376627
<1/r12> Hartree-Fock = 1.02577 1/bohr
<1/r12> correlated = 0.94582 1/bohr
correlation energy = -0.04204 hartree
change of S from energy = +0.04204 1/bohr
change of S from repulsion = -0.03998 1/bohr
net change of S = +0.00206 1/bohr
sigma: unscreened - correlated = 11.065 ppm
sigma: correlated - screened = 0.0289 ppm
sigma: correlated - Hartree-Fock = 0.0366 ppm
Biot-Savart sigma, Hartree-Fock density = 59.900 ppm
-dE/dZ Hartree-Fock = 3.37456 1/bohr
-dE/dZ correlated = 3.37663 1/bohr
virial S Hartree-Fock = 3.37456 1/bohr
virial S correlated = 3.37663 1/bohr
Z, Z^2*(S - 2Z + 5/8) in 1/bohr: Hartree-Fock, correlated
  2, -0.00174, +0.00651
  4, -0.00134, +0.00790
  8, -0.00120, +0.00810
remainder ratio Z=4 to Z=8, Hartree-Fock = 4.45
remainder ratio Z=4 to Z=8, correlated = 3.90
Gaussian Hartree-Fock: E = -2.86168 hartree, S = 3.37456 1/bohr
Gaussian full CI (s,p,d): E = -2.90273 hartree, S = 3.37618 1/bohr
relativistic scale sigma*(Z*alpha)^2 = 0.013 ppm
recoil scale sigma*m_e/M = 0.008 ppm
```
